\section*{Copper diffusivity in silicon with reversible acceptor pairing}

\section{Copper behind a leaking barrier}

When a diffusion barrier under copper metallisation leaks, copper enters the silicon beneath it. In p-type silicon the dissolved copper is a positive interstitial ion, which moves quickly between lattice sites. The ionised acceptors are negative and fixed. An ion that meets an acceptor can form a neutral pair with it, stay there for a time, and leave again. How fast does the copper as a whole spread?

Let $c$ be the density of free ions, $P$ that of pairs, and $C=c+P$ that of all copper. A free ion has diffusivity $D_i$, and a pair does not move. The acceptor density $N_A$ is uniform. The result is
\begin{equation}
D_{\mathrm{eff}}=\frac{D_i}{1+KN_A},\qquad C\ll N_A ,
\label{main}
\end{equation}
where $K$, a volume, is the pairing constant defined below. This diffusivity multiplies the gradient of total copper. It requires local pairing equilibrium, so the profile must be smooth over the distance a free ion diffuses while pairing relaxes. Pairing leaves the motion of a free ion as it was; it reduces the fraction of copper that is free.

The model has fully ionised acceptors, one copper ion per acceptor, mean reaction rates, one temperature throughout, and no precipitation or other traps. Densities are per volume, fluxes are particle fluxes along $x$, and a prime means $\partial/\partial x$.

\section{Pairing equilibrium}

A free ion can pair with any of the $N_A-P$ unoccupied acceptors. With pairing coefficient $k$ and dissociation rate $\nu$, the net rate of pair formation is
\begin{equation}
R=kc(N_A-P)-\nu P .
\label{rate}
\end{equation}
In local equilibrium $R=0$, so
\begin{equation}
K\equiv\frac{k}{\nu}=\frac{P}{c(N_A-P)} .
\label{mass}
\end{equation}
Collecting the terms in $P$ gives $P(1+Kc)=KN_Ac$, and therefore
\begin{equation}
P=\frac{KN_Ac}{1+Kc},\qquad C=c+\frac{KN_Ac}{1+Kc}.
\label{Cofc}
\end{equation}

A simulation that stores $C$ must recover $c$ from it. Putting $P=C-c$ into \eqref{mass} gives $C-c=Kc(N_A-C+c)$, or
\begin{equation}
Kc^2+bc-C=0,\qquad b=1+K(N_A-C).
\end{equation}
The product of the two roots is $-C/K<0$, so one root is positive:
\begin{equation}
c=\frac{-b+\sqrt{b^2+4KC}}{2K}
 =\frac{2C}{b+\sqrt{b^2+4KC}} .
\label{root}
\end{equation}
The second form follows on multiplying numerator and denominator by $b+\sqrt{b^2+4KC}$. For $b>0$ it avoids subtracting two nearly equal numbers at small $C$.

At low concentration the acceptors are nearly all unoccupied. To see what ``low'' means, use \eqref{mass} and $P\le C$:
\begin{equation}
Kc=\frac{P}{N_A-P}\le\frac{C}{N_A-C}.
\end{equation}
Thus $C\ll N_A$ ensures $Kc\ll1$, however strong the pairing. Equation \eqref{Cofc} then reduces to
\begin{equation}
C=gc,\qquad g=1+KN_A .
\label{g}
\end{equation}
The free fraction is $1/g$.

\section{Flux of total copper}

Free ions are gained and lost by transport and reaction, pairs by reaction alone:
\begin{align}
\frac{\partial c}{\partial t}&=-J'-R, &
\frac{\partial P}{\partial t}&=R .
\label{balances}
\end{align}
Adding them cancels $R$ and leaves $\partial C/\partial t=-J'$. All copper is counted on the left, but $J$ is carried by free ions. By the Einstein relation their mobility is $qD_i/k_BT$, where $q$ is the elementary charge, so in a field $E$
\begin{equation}
J=-D_i\left(c'-c\,\frac{qE}{k_BT}\right).
\label{drift}
\end{equation}

The field cannot be dropped without an estimate, because the copper itself creates one. Let $p$ be the hole density and neglect electrons, which requires $p$ to be much larger than the intrinsic density. The positive charges are holes and free copper; the negative charges are unpaired acceptors. Neutrality gives
\begin{equation}
p+c=N_A-P\quad\Longrightarrow\quad p=N_A-C .
\label{neutral}
\end{equation}
Each copper atom, free or paired, displaces one hole. For nondegenerate holes of diffusivity $D_p$, the flux is $D_p(p\,qE/k_BT-p')$. Setting it to zero yields
\begin{equation}
\frac{qE}{k_BT}=\frac{p'}{p}=-\frac{C'}{N_A-C}.
\label{field}
\end{equation}
With no external current the hole flux is really $-J$, to balance the copper current. Writing $J=-D\,C'$, this multiplies the field in \eqref{field} by $1-D/D_p$, a negligible change when holes diffuse much faster than copper.

The field pushes positive ions towards lower $C$, so it assists diffusion. Inserting \eqref{field} in \eqref{drift} and writing $c'=(dc/dC)C'$, we obtain
\begin{equation}
J=-D_{\mathrm{eff}}(C)\,C',\qquad
D_{\mathrm{eff}}(C)=D_i\left[\frac{dc}{dC}+\frac{c}{N_A-C}\right].
\label{DC}
\end{equation}
The derivative comes from \eqref{Cofc}. Since $d[c/(1+Kc)]/dc=1/(1+Kc)^2$,
\begin{equation}
\frac{dc}{dC}=\left[1+\frac{KN_A}{(1+Kc)^2}\right]^{-1}.
\label{deriv}
\end{equation}
As $C/N_A\to0$, the derivative tends to $1/g$ and the field term vanishes. This proves \eqref{main}.

\subsection{How low is low enough?}

To find the first correction, expand \eqref{Cofc} to second order in $c$:
\begin{equation}
C=c+KN_Ac(1-Kc)=gc-K^2N_Ac^2 .
\end{equation}
Set $c=C/g+\delta$, with $\delta$ of order $C^2$. The second-order terms require $g\delta=K^2N_AC^2/g^2$, so
\begin{equation}
c=\frac Cg+\frac{K^2N_A}{g^3}C^2,\qquad
\frac{dc}{dC}=\frac1g+\frac{2K^2N_A}{g^3}C .
\end{equation}
To the same order the field term is $C/(gN_A)$. Multiplying the sum by $g$ gives
\begin{equation}
\frac{gD_{\mathrm{eff}}(C)}{D_i}
=1+\left[1+2\left(\frac{KN_A}{g}\right)^2\right]\frac C{N_A}
+O\!\left(\frac{C^2}{N_A^2}\right).
\label{correction}
\end{equation}
The first 1 in the bracket is due to the field. The other term is due to saturation: occupied acceptors cannot capture further copper. Both raise the diffusivity. The bracket lies between 1 for weak pairing and 3 for strong pairing.

At high copper content the field is no small matter. Take $KN_A=1$ and a layer with $C=N_A/2$ at one face and zero at the other. Replace neutrality inside the layer by Poisson's equation, with the potential at each face set to its neutral value and a Debye length of one hundredth of the thickness. Solving this boundary-value problem by collocation gives a steady flux 1.37 times the value obtained from \eqref{DC} without its field term. With that term, \eqref{DC} reproduces the flux to about one part in $10^5$.

\section{When pairing is not instantaneous}

For $C\ll N_A$ the reaction is linear. Let $a=kN_A$ be the pairing rate of one free ion. The field term is of second order in copper and drops out, leaving
\begin{align}
\frac{\partial c}{\partial t}&=D_ic''-ac+\nu P, &
\frac{\partial P}{\partial t}&=ac-\nu P .
\label{linear}
\end{align}
Define $S=a+\nu$. Because $a/\nu=KN_A$, we have $S/\nu=g$.

\subsection{Decay of a profile}

Let both densities vary as $e^{iqx-\lambda t}$, where $q$ in this subsection is a wavenumber, and put $s=D_iq^2$. A nonzero solution requires $(s+a-\lambda)(\nu-\lambda)-a\nu=0$, or
\begin{equation}
\lambda^2-(s+S)\lambda+\nu s=0 .
\label{char}
\end{equation}
For a smooth profile, $s\ll S$. Rewrite \eqref{char} as $\lambda=(\nu s+\lambda^2)/(S+s)$. The slow root is $\nu s/S$ to leading order; using this in $\lambda^2$ gives
\begin{align}
\lambda&\simeq\frac{\nu s}{S}\left(1-\frac sS+\frac{\nu s}{S^2}\right)
\notag\\
&=\frac{D_iq^2}{g}\left(1-\frac{a\,D_iq^2}{S^2}\right).
\label{slow}
\end{align}
The last step uses $S-\nu=a$. The leading term is the decay rate for diffusivity $D_i/g$. Since $a<S$, the correction is smaller than $s/S$. Local equilibrium therefore holds for features much longer than $\sqrt{D_i/S}$.

In the opposite limit, $s\gg S$, the roots of \eqref{char} have sum close to $s$ and product $\nu s$. They are close to $s$ and $\nu$. Free copper spreads at its own rate, and the remaining profile then decays as pairs dissociate. No single diffusivity describes this.

\subsection{Spread from a point}

Suppose all ions start free at $x=0$. Let $f$ be the free fraction. Integrating \eqref{linear} over space gives
\begin{equation}
\frac{df}{dt}=-af+\nu(1-f)=\nu-Sf .
\end{equation}
With $f(0)=1$ and $\nu/S=1/g$, the solution is
\begin{equation}
f(t)=\frac1g+\left(1-\frac1g\right)e^{-St}.
\end{equation}
Now add the two equations in \eqref{linear}, multiply by $x^2$ and integrate. The reactions cancel. Two integrations by parts, with no copper at infinity, turn $D_i\int x^2c''\,dx$ into $2D_i\int c\,dx$. For unit total copper, $d\langle x^2\rangle/dt=2D_if$, so
\begin{equation}
\langle x^2\rangle=2D_i\left[\frac tg+
\left(1-\frac1g\right)\frac{1-e^{-St}}S\right].
\label{msd}
\end{equation}
For $St\ll1$ this is $2D_it$, the spread of free ions. Once $e^{-St}\ll1/g$, its slope is $2D_i/g$. A constant offset remains from the early time when more copper was free. It matters if a diffusivity is calculated from $\langle x^2\rangle/2t$ too soon.

\section{Arrival through a layer}

Consider an initially copper-free silicon layer of thickness $L$. A leaking barrier holds the free density at $c_0$ at $x=0$, and a perfect sink holds it at zero at $x=L$. Copper is dilute throughout.

In the steady state $R=0$, so $c''=0$ and $c=c_0(1-x/L)$. The flux is
\begin{equation}
J_{\mathrm{ss}}=\frac{D_ic_0}{L}=\frac{D_{\mathrm{eff}}C_0}{L},
\qquad C_0=gc_0 .
\label{steady}
\end{equation}
At fixed $c_0$, pairing does not lower the steady flux: the smaller diffusivity is offset by the larger total density. If $C_0$ is fixed instead, the flux falls as $1/g$. An implementation must therefore know which density its boundary condition specifies.

Pairing does delay arrival. Take Laplace transforms, marked by a tilde, with variable $\sigma$. The pair equation gives $\tilde P=a\tilde c/(\sigma+\nu)$. Inserting it in the free-ion equation,
\begin{equation}
\tilde c''=\kappa^2\tilde c,\qquad
\kappa^2=\frac{\sigma}{D_i}\left(1+\frac a{\sigma+\nu}\right),
\end{equation}
because $a-a\nu/(\sigma+\nu)=a\sigma/(\sigma+\nu)$. The solution with $\tilde c(0)=c_0/\sigma$ and $\tilde c(L)=0$ is
\begin{equation}
\tilde c=\frac{c_0}{\sigma}\,\frac{\sinh\kappa(L-x)}{\sinh\kappa L}.
\end{equation}
Let $Q(t)$ be the copper per area that has left at $x=L$. Its transform is the exit flux $-D_i\tilde c'(L)$ divided by $\sigma$:
\begin{equation}
\tilde Q=\frac{D_ic_0}{L\sigma^2}\,\frac{\kappa L}{\sinh\kappa L}.
\end{equation}
Late times are governed by small $\sigma$. There $\kappa^2=g\sigma/D_i+O(\sigma^2)$ and $z/\sinh z=1-z^2/6+O(z^4)$, so
\begin{equation}
\tilde Q=\frac{D_ic_0}{L}\left[\frac1{\sigma^2}
-\frac{gL^2}{6D_i}\frac1\sigma+O(1)\right].
\end{equation}
The first two terms invert to a straight line in time:
\begin{equation}
Q(t)\to J_{\mathrm{ss}}(t-t_{\mathrm{lag}}),\qquad
t_{\mathrm{lag}}=\frac{gL^2}{6D_i}=\frac{L^2}{6D_{\mathrm{eff}}}.
\label{lag}
\end{equation}
The rates enter the lag through $g$ alone, so \eqref{lag} holds even for slow pairing in this linear model. The straight line is reached only for $t\gg1/\nu$ as well as $t\gg t_{\mathrm{lag}}$. For $a=0.01$ and $\nu=0.001$ in units of $D_i/L^2$, so that $g=11$, the flux at $t=20L^2/D_i$ is within 0.2\% of $J_{\mathrm{ss}}$, yet the tangent to $Q$ has intercept close to $L^2/6D_i$, the lag without pairing. The shape of the transient does depend on $k$ and $\nu$ separately.

\section{Worked example}

The following round values are model parameters, not measurements: $D_i=3\times10^{-7}\,\mathrm{cm^2/s}$, $K=10^{-15}\,\mathrm{cm^3}$, $N_A=10^{16}\,\mathrm{cm^{-3}}$, $k=2\times10^{-12}\,\mathrm{cm^3/s}$ and $L=10\,\mu\mathrm m$. The total copper density at entry is $C_0=10^{13}\,\mathrm{cm^{-3}}$. This is many orders of magnitude above the equilibrium solubility of copper in silicon at room temperature, so a metal contact at 300 K would not supply it; such densities are supersaturated, as after cooling from an anneal, and precipitation may then compete.

Here $KN_A=10$ and $g=11$, so about 9.1\% of dilute copper is free. The effective diffusivity is
\begin{equation}
D_{\mathrm{eff}}=\frac{3\times10^{-7}}{11}
=2.73\times10^{-8}\,\mathrm{cm^2/s}=2.73\,\mu\mathrm{m^2/s}.
\end{equation}
In the dilute limit, other doping densities give the values below. The first row requires a copper density well below the $10^{13}\,\mathrm{cm^{-3}}$ used here.
\begin{center}
\begin{tabular}{cc}
$N_A$ ($\mathrm{cm^{-3}}$) & $D_{\mathrm{eff}}$ ($\mathrm{cm^2/s}$)\\
$10^{14}$ & $2.73\times10^{-7}$\\
$10^{15}$ & $1.50\times10^{-7}$\\
$10^{16}$ & $2.73\times10^{-8}$\\
$10^{17}$ & $2.97\times10^{-9}$
\end{tabular}
\end{center}
The change of regime is at $N_A=1/K=10^{15}\,\mathrm{cm^{-3}}$, where half the copper is free. Well below it doping hardly matters; well above it $D_{\mathrm{eff}}\simeq D_i/(KN_A)$.

For $N_A=10^{16}\,\mathrm{cm^{-3}}$, the bracket in \eqref{correction} is $1+2(10/11)^2=2.65$. The first correction reaches 1\% at $C=0.01N_A/2.65=3.8\times10^{13}\,\mathrm{cm^{-3}}$. The full expression \eqref{DC} exceeds the dilute value by 0.27\% at $10^{13}$, 2.7\% at $10^{14}$ and 31\% at $10^{15}\,\mathrm{cm^{-3}}$. At the last density the linear correction alone would give 27\%, so higher terms already count.

The dissociation rate is $\nu=k/K=2\times10^3\,\mathrm{s^{-1}}$, and $S=kN_A+\nu=2.2\times10^4\,\mathrm{s^{-1}}$. Pairing relaxes in $1/S=45\,\mu\mathrm s$, over a length $\sqrt{D_i/S}=37\,\mathrm{nm}$. For a profile of wavenumber $\pi/L$, the relative correction in \eqref{slow} is $1.2\times10^{-4}$. Local equilibrium is a good approximation on the scale of this layer.

Neutrality needs a similar comparison. At 300 K and relative permittivity $\epsilon_r=12$, the Debye length $\sqrt{\epsilon_r\epsilon_0k_BT/(q^2N_A)}$, with $q$ again the charge, is 41 nm, also much less than $L$.

At entry, \eqref{root} gives $c_0=9.10\times10^{11}\,\mathrm{cm^{-3}}$. With $L=10^{-3}\,\mathrm{cm}$, the steady flux is
\begin{equation}
J_{\mathrm{ss}}=\frac{(3\times10^{-7})(9.10\times10^{11})}{10^{-3}}
=2.73\times10^{8}\,\mathrm{cm^{-2}\,s^{-1}}.
\end{equation}
Without pairing the lag would be $10^{-6}/(6\times3\times10^{-7})=0.56\,\mathrm s$. With pairing it is 11 times longer, 6.1 s. At the same $c_0$ both layers finally pass the same flux.

\section{Use in a simulation}

For dilute copper in neutral, uniformly doped p-type silicon, with precipitation and other traps negligible, solve $\partial C/\partial t=D_{\mathrm{eff}}C''$ with the constant \eqref{main}. Take $D_i$ and $K$ at the same temperature. If the boundary condition gives $c_0$, convert it to $C_0$ with \eqref{Cofc}.

When $C/N_A$ is not small, but the hole density $N_A-C$ is still much larger than the intrinsic density, find $c$ from \eqref{root}, evaluate \eqref{DC} and \eqref{deriv}, and solve
\begin{equation}
\frac{\partial C}{\partial t}
=\frac{\partial}{\partial x}\left[D_{\mathrm{eff}}(C)\frac{\partial C}{\partial x}\right].
\end{equation}
The diffusivity must stay inside the outer derivative, or copper is not conserved. This form fails when $N_A-C$ falls to the order of the intrinsic density, because electrons can then no longer be neglected. Before that, \eqref{neutral} loses accuracy gradually, more so in thin layers and for strong pairing. For $KN_A=10$, an entry value $N_A-C_0=10^{-6}N_A$ and holes only, the steady Poisson solution has $p$ within 1.5\% of $N_A-C$ and the flux within 0.04\% of \eqref{DC} when the Debye length is $0.004L$; at $0.04L$ the deviations are about 20\% and 1\%. The form also fails in silicon hot enough for the intrinsic density to approach $N_A$: electrons then weaken the field, and \eqref{field} overstates it. For features as short as $\sqrt{D_i/S}$, where $S$ becomes $k(N_A-P+c)+\nu$ if the copper is not dilute, keep $c$ and $P$ as separate unknowns and solve \eqref{balances} with the rate \eqref{rate}. In the example this length, 37 nm, is below the mean acceptor spacing $N_A^{-1/3}=46$ nm, so the mean rates then describe only an average over acceptor positions. In that case use $D_i$ for the free ions; using $D_{\mathrm{eff}}$ would count pairing twice. If the copper is not dilute, also take the field from Poisson's equation, since such features can be as short as the Debye length.

Nonuniform doping needs another term even for dilute copper. If $N_A$ is much larger than the intrinsic density and varies slowly over a Debye length, then $p\simeq N_A$ and $qE/k_BT=N_A'/N_A$. With $c=C/g$ and $g'=KN_A'$, equation \eqref{drift} becomes
\begin{equation}
J=-\frac{D_i}{g}C'+\frac{D_iC}{g}
\left(\frac Kg+\frac1{N_A}\right)N_A' .
\end{equation}
The added flux points towards heavier doping: pairing holds more copper there, and the built-in field drives ions the same way. Inserting a position-dependent $D_{\mathrm{eff}}$ into Fick's law would miss this term. In a depletion layer next to the barrier, neutrality itself fails, and \eqref{drift} must be solved together with Poisson's equation.
